# Correlation Factor of Vacancy-Mediated Tracer Diffusion from the Mean Jump Cosine

A tracer atom that moves by exchanging places with vacancies does not perform a free random walk, because the vacancy that has just moved it is still beside it and can move it back. How strongly this slows diffusion is measured by a pure number, and symmetry nearly fixes its form. Suppose the last jump vector \(\mathbf r\) is all that the next jump depends on. The mean next jump \(\mathbf M(\mathbf r)\) is then a vector built from \(\mathbf r\) and the crystal alone. If a rotation \(R\) of the crystal leaves \(\mathbf r\) unchanged, it must leave the mean unchanged too, \(R\mathbf M=\mathbf M\). A twofold axis along \(\mathbf r\) reverses every component perpendicular to \(\mathbf r\), so those components vanish and

\[
\mathbf M(\mathbf r)=c\,\mathbf r .
\]

A threefold axis, which lies along each jump of the body-centred cubic lattice, does the same work, because it too leaves no perpendicular vector unchanged. So does a mirror line along the jump in two dimensions. If a symmetry operation \(Q\) carries one jump into another, then \(\mathbf M(Q\mathbf r)=Q\mathbf M(\mathbf r)=c\,Q\mathbf r\), so equivalent jumps share one \(c\). The mean next jump thus contains a single dimensionless number, and the derivation below shows that the slowing factor depends on nothing else.

Let the tracer live on a Bravais lattice with inversion symmetry, let all its jumps be equivalent, of length \(d\) and directed along an axis or mirror line of the kind just described, and let \(\mathbf R_n=\sum_{i=1}^n\mathbf r_i\) be its displacement after \(n\) jumps. The correlation factor and the mean consecutive-jump cosine are

\[
f=\lim_{n\to\infty}\frac{\langle R_n^2\rangle}{nd^2},\qquad
c=\frac{\langle\mathbf r_i\cdot\mathbf r_{i+1}\rangle}{d^2}.
\]

A walk without memory has \(f=1\).

The assumption that only the last jump matters needs a physical basis. A jump \(\mathbf r_i\) carries the tracer into the vacant site, so the vacancy ends at \(-\mathbf r_i\) as seen from the tracer. If vacancies are so dilute that one at a time acts, and if each hop is independent of earlier hops, this position fixes the statistics of everything that follows. The vacancy may also wander off for good. The tracer then waits for a fresh vacancy from far away, whose direction of approach is unbiased, and such events add zero to \(\mathbf M\). The jump directions therefore form a Markov chain.

Squaring the displacement gives \(n\) diagonal terms \(d^2\) and twice the sum over pairs. There are \(n-m\) pairs separated by \(m\) jumps, so

\[
\frac{\langle R_n^2\rangle}{nd^2}=1+2\sum_{m=1}^{n-1}\Big(1-\frac mn\Big)C_m,\qquad
C_m=\frac{\langle\mathbf r_i\cdot\mathbf r_{i+m}\rangle}{d^2}.
\]

To find \(C_m\), average the last jump first, with its predecessor held fixed:

\[
E[\mathbf r_{i+m}|\mathbf r_i]=E\big[E[\mathbf r_{i+m}|\mathbf r_{i+m-1}]\,\big|\,\mathbf r_i\big]
=c\,E[\mathbf r_{i+m-1}|\mathbf r_i].
\]

The first equality uses the Markov property; the second uses \(\mathbf M=c\,\mathbf r\) with a common \(c\). Repeating the step \(m\) times gives \(E[\mathbf r_{i+m}|\mathbf r_i]=c^m\mathbf r_i\). The scalar product with \(\mathbf r_i\) yields \(C_m=c^m\). This is where the geometric series comes from: each jump passes on the fraction \(c\) of the mean vector it received.

The weighted sum can be done for finite \(n\). The number \(n-m\) counts the integers \(l\) from \(m\) to \(n-1\), so for \(c\ne1\)

\[
\sum_{m=1}^{n-1}(n-m)c^m=\sum_{l=1}^{n-1}\sum_{m=1}^{l}c^m
=\frac{c}{1-c}\sum_{l=1}^{n-1}(1-c^l).
\]

The remaining sum is \(n-1-(c-c^n)/(1-c)=n-(1-c^n)/(1-c)\). Dividing by \(n\), doubling and adding 1 gives

\[
\frac{\langle R_n^2\rangle}{nd^2}=\frac{1+c}{1-c}-\frac{2c(1-c^n)}{n(1-c)^2},
\]

because \(1+2c/(1-c)=(1+c)/(1-c)\). For \(-1\le c<1\) the last term vanishes as \(n\to\infty\), and

\[
f=\frac{1+c}{1-c}.
\]

At \(n=1\) the finite formula gives 1, as it must. For small \(c\), \(f\approx1+2c\): the factor 2 arises because each pair appears twice in the square. At \(c=-1\) the infinite series does not converge, but the finite formula gives \([1-(-1)^n]/(2n)\). The tracer then hops to and fro between two sites, and \(f=0\). The value \(c=1\) is excluded, since it describes a tracer that never turns.

A ring of \(N\) sites with one vacancy shows how the limit \(c=-1\) is approached. After a jump the vacancy is one step behind the tracer and \(N-1\) steps ahead of it. An unbiased walker that starts one step from one end of an interval of length \(N\) reaches the far end first with probability \(1/N\). Arrival from behind reverses the jump, and arrival from the front continues it, so

\[
c=-\Big(1-\frac1N\Big)+\frac1N=-1+\frac2N,\qquad f=\frac{2/N}{2-2/N}=\frac1{N-1}.
\]

For \(N=40\) this is \(c=-0.95\) and \(f=0.0256\), which the long-time growth of the mean square displacement, computed separately, reproduces. As the ring grows, the path around it becomes useless and \(f\) tends to zero.

In other lattices \(c\) follows from the walk of the vacancy. Let the vacancy be at \(\mathbf s\) relative to the tracer, let there be \(Z\) neighbour vectors \(\boldsymbol\delta\), and let the vacancy hop to each neighbour with equal probability. Define \(u(\mathbf s)\) as the mean cosine between the next tracer jump and a fixed jump direction \(\mathbf r/d\). Away from the tracer, \(u(\mathbf s)\) is the average of \(u\) over the neighbours of \(\mathbf s\). If \(\mathbf s\) is itself a neighbour of the tracer, one of the \(Z\) hops is the exchange. It moves the tracer by \(\mathbf s\) and contributes the cosine \(\cos\theta_{\mathbf s}=\mathbf s\cdot\mathbf r/d^2\).

Inversion makes \(u\) an odd function. We may therefore assign \(u(\mathbf 0)=0\) to the tracer site and write one equation for the whole lattice,

\[
u(\mathbf s)-\frac1Z\sum_{\boldsymbol\delta}u(\mathbf s+\boldsymbol\delta)=q(\mathbf s),
\]

where \(q(\mathbf s)=\cos\theta_{\mathbf s}/Z\) on the neighbour shell and zero elsewhere. At \(\mathbf s=\mathbf 0\) it holds because the odd function averages to zero over the shell. The tracer has disappeared as an obstacle, and a Fourier transform solves the problem. With \(\lambda_{\mathbf k}=Z^{-1}\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta\),

\[
\hat u_{\mathbf k}=\frac{\hat q_{\mathbf k}}{1-\lambda_{\mathbf k}},\qquad
\hat q_{\mathbf k}=-\frac iZ\sum_{\boldsymbol\delta}\cos\theta_{\boldsymbol\delta}\sin\mathbf k\cdot\boldsymbol\delta .
\]

After a jump \(\mathbf r\) the vacancy is at \(-\mathbf r\), hence \(c=u(-\mathbf r)=-u(\mathbf r)\). In the inverse transform only the part \(i\sin\mathbf k\cdot\mathbf r\) of the exponential survives, since \(\hat u_{\mathbf k}\) is odd in \(\mathbf k\) and its product with the even cosine averages to zero. With \(-i\cdot i=1\),

\[
c=-\frac1Z\left\langle\frac{\sum_{\boldsymbol\delta}\cos\theta_{\boldsymbol\delta}\,\sin(\mathbf k\cdot\boldsymbol\delta)\,\sin(\mathbf k\cdot\mathbf r)}{1-\lambda_{\mathbf k}}\right\rangle_{\mathbf k},
\]

where the brackets denote the average over the Brillouin zone.

The square lattice can be finished by hand. Take \(\mathbf r\) along \(x\) and write \(x,y\) for the components of \(\mathbf k\) times \(d\). The sum over neighbours is \(2\sin x\), and \(1-\lambda=(2-\cos x-\cos y)/2\), so

\[
c=-\left\langle\frac{\sin^2x}{2-\cos x-\cos y}\right\rangle .
\]

The average of \(1/(A-\cos y)\) over \(y\) is \(1/\sqrt{A^2-1}\). Here \(A=2-\cos x\) and \(A^2-1=(1-\cos x)(3-\cos x)\). With \(t=\cos x\) and \(\sin^2x=(1-t)(1+t)\), the remaining integral becomes

\[
c=-\frac1\pi\int_{-1}^{1}\sqrt{\frac{1+t}{3-t}}\,dt .
\]

Set \(1+t=4\sin^2\varphi\). Then \(3-t=4\cos^2\varphi\), \(dt=8\sin\varphi\cos\varphi\,d\varphi\), and the integral is \(\int_0^{\pi/4}8\sin^2\varphi\,d\varphi=\pi-2\). Therefore \(c=2/\pi-1=-0.363\) and \(f=1/(\pi-1)=0.467\).

Numerical evaluation gives \(f=0.560\) for the triangular lattice, 0.653 for simple cubic, 0.727 for body-centred cubic and 0.781 for face-centred cubic (fcc). In the fcc lattice \(c=-0.1227\). Immediate reversal, the first hop of the vacancy, has probability \(1/12\) and alone would give \(c=-0.0833\) and \(f=0.846\). The remaining \(-0.039\) comes from longer paths, which also tend to bring the vacancy back from behind. The number of neighbours does not settle the matter by itself: triangular and simple cubic lattices both have six, yet their factors differ.

The derivation can be tested without using jump cosines to find the displacement. In a periodic fcc cell of 216 sites with one vacancy, moment equations for the tracer position give \(f=0.78644\). A separate first-passage calculation gives \(c=-0.11954\), and \((1+c)/(1-c)\) is again 0.78644. The mean cosines at separations of one, two and three jumps are \(-0.119543\), \(0.014290\) and \(-0.001708\), which are the successive powers of the first. The cell values differ from those of the infinite crystal because in a periodic cell the vacancy can also reach the tracer by paths through the cell boundary.

The symmetry must belong to the hop rates as well as to the positions of the sites. When it is lacking, let \(\pi_i\) be the frequency of jump type \(i\) and \(P\) the matrix of probabilities from one type to the next. The definition of \(C_m\) then gives

\[
f=1+2\,\frac{\sum_i\pi_i\,\mathbf r_i\cdot[P(1-P)^{-1}\mathbf r]_i}{\sum_i\pi_i r_i^2},
\]

because \(\sum_{m\ge1}P^m=P(1-P)^{-1}\) when the sum converges. The inverse is taken on vectors whose mean, weighted by \(\pi_i\), is zero; inversion symmetry puts the jump vectors in this class.

Consider a square lattice of 81 sites with rate 1 along \(x\) and 0.2 along \(y\). Each jump still lies on a mirror line, but the cosines differ: \(c_x=-0.563\) and \(c_y=-0.186\). The formula holds for each direction, with \(f_x=0.279\) and \(f_y=0.686\). Five sixths of the jumps are along \(x\), so the total is \(f=0.347\). Inserting the mean cosine \(-0.5005\) gives 0.333 instead. The sign of this error is the same whenever each direction obeys the formula with its own cosine, so that the total is an average of the separate factors: the second derivative of \((1+c)/(1-c)\) is \(4/(1-c)^3>0\), so the function of the average lies below the average of the function.

In a triangular lattice of 81 sites with rates 1, 0.3 and 0.3 along its three axes, the mean next jump also acquires a sideways part, up to 0.0046 of the jump length. This part is produced by the small periodic cell: it falls to 0.0009 in a cell of 441 sites and vanishes in the infinite crystal. There, with \(\varepsilon_{\mathbf k}=\sum_{\boldsymbol\delta}w_{\boldsymbol\delta}(1-\cos\mathbf k\cdot\boldsymbol\delta)\), the Fourier transform of the mean next jump is \(-i\nabla_{\mathbf k}\ln\varepsilon_{\mathbf k}\), and an integration by parts over the zone makes the mean parallel to the vacancy position for any rates with \(w_{\boldsymbol\delta}=w_{-\boldsymbol\delta}\). What unequal rates remove is the common value of \(c\). The true \(f\) is 0.507, while the mean cosine gives 0.497. Nearly all of this difference comes from the unequal cosines of the three axes, not from the sideways part: averaging the separate factors \((1+c_i)/(1-c_i)\) over the jumps, with \(c_i\) the mean cosine after a jump of type \(i\), already gives 0.507. The matrix formula gives the true value in both cases.

A tracer may also differ from its host while the lattice symmetry stays intact. Let it exchange with a neighbouring vacancy at rate \(\omega w\), where \(w\) is the host hop rate per neighbour, with all other rates unchanged and no binding between tracer and vacancy. Write \(g=-c\) for the like tracer, \(\omega=1\). Let \(\mathbf U(\mathbf s)\) be the mean direction of the next jump when the vacancy is at \(\mathbf s\); on the neighbour shell symmetry gives \(\mathbf U=\kappa\hat{\mathbf s}\), with \(\kappa=g\) for the like tracer. The exchange contributes \(\omega w(\hat{\mathbf s}-\mathbf U)\) to the balance equation there. This equals the like-tracer term \(w(A\hat{\mathbf s}-\mathbf U)\) if

\[
A=\omega+(1-\omega)\kappa .
\]

The problem is thus the old one with its source multiplied by \(A\), and linearity gives \(\kappa=gA\). Solving for \(\kappa\), and using \(c=-\kappa\),

\[
c=-\frac{g\omega}{1-g+g\omega},\qquad f=\frac{1-g}{1-g+2g\omega}.
\]

A slow tracer, \(\omega\to0\), has \(f\to1\), because the vacancy forgets its starting side before the next exchange. A fast tracer has \(f\to0\), but its diffusivity is proportional to \(\omega f\), which tends to the finite value \((1-g)/(2g)\). For fcc this is \(0.8773/0.2454=3.6\). However fast the exchange, net motion still waits for host atoms to let the vacancy go round.

The diffusivity follows by counting jumps. A given neighbour site is vacant with probability \(x_v\), so the tracer jumps at the mean rate \(\Gamma=Zx_vw\). In three dimensions \(\langle R^2\rangle=6D^*t\), while \(\langle R^2\rangle=f\,\Gamma t\,d^2\) at long times. Hence

\[
D^*=\frac{f Z x_v w d^2}{6},\qquad w=\nu\,e^{-E_m/k_BT}.
\]

The second expression is the rate from harmonic transition-state theory, with attempt frequency \(\nu\) and migration barrier \(E_m\). For a like tracer \(w\) sets the clock but cancels from \(c\), so \(f\) does not depend on temperature in this model.

As an example, take cations in a growing nickel oxide scale. They occupy an fcc sublattice, and each jump lies along a twofold axis. Rough typical inputs are a cell edge of 0.42 nm, \(E_m=1.5\) eV, \(\nu=10^{13}\) s\(^{-1}\), \(x_v=10^{-4}\) and a temperature of 1300 K, where \(k_BT=0.1120\) eV. The jump length is \(0.42/\sqrt2=0.297\) nm. The hop rate is \(w=10^{13}e^{-1.5/0.1120}=1.53\times10^7\) s\(^{-1}\), and \(\Gamma=12\times10^{-4}\,w=1.84\times10^4\) s\(^{-1}\). Then

\[
D^*=0.781\times\frac{1.84\times10^4\times(2.97\times10^{-8})^2}{6}\ \mathrm{cm^2/s}
=2.1\times10^{-12}\ \mathrm{cm^2/s},
\]

or about 210 nm\(^2\)/s. In one hour the penetration depth \(2\sqrt{D^*t}\) is about 1700 nm.

Setting \(f=1\) would give \(2.7\times10^{-12}\) cm\(^2\)/s, 28 % above the tracer value. This larger number has a meaning of its own. Among identical cations the vacancy has equal hop rates in all directions at every step, so its own walk is uncorrelated, and the cation current is the reverse of the vacancy current. The diffusivity that enters scale growth carried by these vacancies is therefore \(D^*/f\); the growth rate also depends on the driving force across the scale, including the electric field that acts on charged vacancies. If a barrier is inferred from one tracer measurement with known \(\nu\) and \(x_v\), omitting \(f\) makes it too high by \(k_BT\ln(1/f)=0.028\) eV. The slope of an Arrhenius plot is unaffected, since \(f\) is constant.

Nickel oxide scales do grow at high temperature mainly by outward cation transport through vacancies, and the inputs above are meant to lie in that regime; the vacancy fraction of a real scale varies with oxygen pressure and impurities. One assumption that a real scale breaks is that of a single crystal. Take grains of 5000 nm, boundaries 1 nm wide and a boundary activation energy lower by 0.8 eV at equal prefactor, all rough. For cube-shaped grains stacked in aligned columns, with the flux along a cube edge, two of the three sets of boundaries run along the flux and fill about \(2\times1/5000=4\times10^{-4}\) of the cross-section. The third set lies across the flux and adds almost nothing in this arrangement; with staggered grains it links the other two and does contribute. Boundary transport is then roughly \(4\times10^{-4}\,e^{0.8/0.1120}\approx0.5\) of lattice transport, which raises the total by about half. (The numerical output lists 0.76 because it counts all three sets.) The estimate is proportional to the assumed ratio of prefactors. Tracer measurements on nickel oxide point to a boundary prefactor roughly ten times the lattice one, and boundaries would then carry several times the lattice flux at this temperature and grain size, so the single-crystal value should not be taken as the rate of a real fine-grained scale. This sum applies to steady flow through the scale. The one-hour tracer profile has a diffusion length \(\sqrt{D^*t}\) of about 870 nm, a sixth of a grain, so it does not follow a single summed diffusivity, but boundaries still deepen it by a comparable amount: for parallel boundary slabs with the same area fraction and equal prefactors the mean square depth rises by a factor of about 1.6. An error of 0.1 eV in the barrier changes \(w\) by a factor of 2.4. If only the tracer has a barrier lower by that amount, \(f\) falls to 0.59.

Other effects are smaller for these inputs. The chance of a second vacancy beside the tracer is about \(10^{-3}\). Doubly charged vacancies in a medium of relative permittivity 12 would repel each other by 0.084 eV at their mean spacing of 5.7 nm if nothing screened them. If the charge is balanced by two mobile holes per vacancy, the holes give a Debye screening length of about 2.6 nm, which cuts this repulsion to about 0.01 eV or less, under a tenth of \(k_BT\). A sphere of this radius holds less than one hole on average, so linear screening is only a rough guide here. The nearest vacancy is usually closer than the mean spacing. For vacancies placed at random its mean distance is 3.2 nm, and there even the unscreened repulsion changes by only about 0.13 \(k_BT\) over one hop. The few pairs that lie much closer feel a larger change. The leading tunnelling correction, with the barrier frequency set equal to \(\nu\), raises \(w\) by 0.6 %. The total vacancy hop rate is \(2\times10^{-5}\) of the attempt frequency, which leaves many vibrations between hops and supports the assumption that each hop forgets the last. The full set of values is in the numerical output.

## Computed results

```
LATTICE TESTS (dimensionless)
square, 81 sites: c = -0.35078, f from displacement = 0.48062, (1+c)/(1-c) = 0.48062
square, infinite: c = -0.36338, f = 0.46694
triangular, 81 sites: c = -0.26965, f from displacement = 0.57523, (1+c)/(1-c) = 0.57523
triangular, infinite: c = -0.28200, f = 0.56006
simple cubic, 125 sites: c = -0.20291, f from displacement = 0.66264, (1+c)/(1-c) = 0.66264
simple cubic, infinite: c = -0.20984, f = 0.65311
bcc, 125 sites: c = -0.15219, f from displacement = 0.73582, (1+c)/(1-c) = 0.73582
bcc, infinite: c = -0.15795, f = 0.72719
fcc, 216 sites: c = -0.11954, f from displacement = 0.78644, (1+c)/(1-c) = 0.78644
fcc, infinite: c = -0.12268, f = 0.78145
fcc cell, mean cosines at lags 1, 2, 3: -0.119543, 0.014290, -0.001708
fcc f extrapolated from displacement in 125 and 1000 sites = 0.7814
ring of 40 sites: c = -0.9500, f = 0.02564
WHERE THE SIMPLE FORMULA FAILS (dimensionless)
square, rates [1.0, 0.2]: mean c = -0.5005, true f = 0.3471, (1+c)/(1-c) = 0.3329
square: matrix formula f = 0.3471, largest sideways mean of next jump = 0.0000
square: c_x = -0.5634, c_y = -0.1861, f_x = 0.2792, f_y = 0.6862
triangular, rates [1.0, 0.3, 0.3]: mean c = -0.3356, true f = 0.5072, (1+c)/(1-c) = 0.4974
triangular: matrix formula f = 0.5072, largest sideways mean of next jump = 0.0046
WORKED EXAMPLE: nickel oxide cations, rough inputs
temperature = 1300 K, thermal energy = 0.1120 eV
cell edge = 0.42 nm, jump length = 0.2970 nm
barrier = 1.50 eV, attempt frequency = 1.0e+13 1/s
vacancy fraction = 1.0e-04, neighbours = 12
hop rate per neighbour = 1.531e+07 1/s
tracer jump rate = 1.837e+04 1/s
immediate reversal only: c = -0.08333, f = 0.8462
full result: c = -0.12268, f = 0.78145
uncorrelated diffusivity = 2.700e-12 cm2/s
tracer diffusivity = 2.110e-12 cm2/s = 211.0 nm2/s
penetration depth 2*sqrt(D t) after 3600 s = 1743 nm
overestimate of D if f is set to 1 = 28.0 %
barrier error if f is set to 1 = 0.0276 eV
NEGLECTED EFFECTS, same example
barrier lower by 0.1 eV: rate factor = 2.44
f if only the tracer has that lower barrier = 0.5942
chance of a second vacancy beside the tracer = 1.10e-03
vacancy charge = 2 e, relative permittivity = 12
mean vacancy spacing = 5.70 nm, unscreened repulsion = 0.0842 eV
repulsion change per hop / thermal energy = 0.0392
leading tunnelling correction to hop rate = 0.57 %
total vacancy hop rate / attempt frequency = 1.84e-05
boundary width = 1 nm, grain size = 5000 nm, activation energy lower by 0.8 eV
grain-boundary / lattice transport = 0.76
```
